# The lamellar period of a strongly segregated symmetric diblock copolymer, part 2

The problem is to predict the period $D$ (one A layer plus one B layer) of a lamellar diblock copolymer melt, by balancing chain stretching against interfacial energy. Each chain has $N$ segments, half A and half B, of volume $v$ and statistical segment length $b$; a free chain has mean square end-to-end distance $Nb^2$. The melt is incompressible. A mixture with local A fraction $\phi$ has the interaction energy $kT\chi\phi(1-\phi)$ per segment volume. Chain energies $F$ are in units of $kT$.

If $D$ follows $N^{2/3}$, halving the pitch at fixed chemistry means cutting the chain by a factor of $2^{3/2}=2.8$.

Each layer holds two brushes of height $h=D/4$. For strongly stretched blocks of $n$ segments, the least average stretching cost per block is

$$\frac{\pi^2h^2}{8nb^2},$$

reached by cosine-shaped paths that fill the brush uniformly. A diblock has two blocks with $n=N/2$. The coefficient $\pi^2/8$ was also tested by a minimization over paths of five beads on a coarse grid, accurate to a few percent. Fluctuations about the dominant paths and the entropy of placing the chain ends were left out.

The statistical weight $q(z,s)$ of a chain piece of $s$ segments ending at $z$, the coordinate normal to the layers, in a field $u(z)$ per segment in units of $kT$, obeys

$$\frac{\partial q}{\partial s}=\frac{b^2}{6}\frac{\partial^2q}{\partial z^2}-u\,q .$$

For long blocks and small $\chi$, the interfacial tension $\gamma$ is the minimum of

$$\frac{\gamma v}{kT}=\int_{-\infty}^{\infty}\left[\frac{b^2\phi'^2}{24\phi(1-\phi)}+\chi\phi(1-\phi)\right]dz ,$$

with $\phi$ going from 0 to 1. It was found by writing the integrand as $P^2\phi'^2+R^2=(P\phi'-R)^2+2PR\,\phi'$, where the square vanishes at the minimum. The interface width $w$ is the inverse of the slope of $\phi$ at the centre.

## The period, its numerical value and its limits

A symmetric diblock of $N$ segments, with segment length $b$, segment volume $v$ and repulsion $\chi$, forms lamellae of full period $D$. The first half gave its stretching energy, the interfacial area per chain $a=2Nv/D$, the tension $\gamma=(kT/v)\,b\sqrt{\chi/6}$ and the interface width $w=2b/\sqrt{6\chi}$. In units of $kT$ per chain, the two energies are

$$F_{\rm el}=\frac{\pi^2D^2}{32Nb^2},\qquad F_{\rm int}=\frac{\gamma a}{kT}=\frac{2Nb}{D}\sqrt{\frac{\chi}{6}} .$$

The segment volume cancels from $F_{\rm int}$. At equilibrium the derivative of their sum with respect to $D$ is zero:

$$\frac{\pi^2D}{16Nb^2}-\frac{2Nb}{D^2}\sqrt{\frac{\chi}{6}}=0 .$$

Multiplying by $16Nb^2D^2/\pi^2$ gives

$$D^3=\frac{32N^2b^3}{\pi^2}\sqrt{\frac{\chi}{6}} ,$$

and the cube root is

$$D=\left(\frac{32}{\pi^2\sqrt6}\right)^{1/3}b\,\chi^{1/6}N^{2/3}=1.10\,b\,\chi^{1/6}N^{2/3}.$$

To four decimals the prefactor is 1.0980. Both energies have positive second derivatives in $D$, so this is the minimum. The temperature enters only through $\chi$ and $b$, because both energies are proportional to $kT$.

The formula does not depend on how the chain is divided into segments. If $\lambda$ segments are grouped into one, $N$ becomes $N/\lambda$, $b$ becomes $b\sqrt\lambda$ and $\chi$ becomes $\lambda\chi$. The powers of $\lambda$ in $D$ add to $1/2+1/6-2/3=0$. The values of $b$, $\chi$ and $N$ must, however, all refer to the same segment volume.

Two other forms show what the law means. Written as $D=1.10\,\sqrt N\,b\,(\chi N)^{1/6}$, it compares the period with the free coil and shows that the segregation strength $\chi N$ swells it slowly. Written as

$$D=1.10\,\frac{b\,(\chi N)^{2/3}}{\sqrt\chi},$$

it shows how to reach small periods. If $b$ and $\chi N$ are held fixed, so that the segregation stays equally strong, $D$ falls as $1/\sqrt\chi$. A finer pattern then needs a more repulsive pair of blocks together with a shorter chain, within the range of small $\chi$ for which the interface was derived.

The equilibrium condition also states that $F_{\rm int}=2F_{\rm el}$. The total is therefore

$$F_{\rm min}=3F_{\rm el}=\frac{3\pi^2}{32}(1.0980)^2(\chi N)^{1/3}=1.12\,(\chi N)^{1/3} .$$

This slow growth suggests that some corrections to the law may fade slowly. Suppose that the omitted entropy of junctions, chain ends and path fluctuations adds a term $c\ln D$, with $c$ of order one. The curvature of the leading energy satisfies $D^2F''=2F_{\rm el}+2F_{\rm int}=2F_{\rm min}$, so to first order the period shifts by

$$\frac{\delta D}{D}=-\frac{c}{2F_{\rm min}} .$$

A term of this kind fades only as $(\chi N)^{-1/3}$. The relative width of the interface falls faster:

$$\frac{w}{D/2}=\frac{4}{1.0980\sqrt6}\,(\chi N)^{-2/3}=1.49\,(\chi N)^{-2/3} .$$

A thin interface is therefore not enough to ensure that the chains are strongly stretched.

The size of the error can be found from self-consistent field theory. This theory is still a mean-field theory, but it sums over all conformations of the chains instead of keeping the dominant paths, and it allows the interface its full width. The weight $q$ again obeys the diffusion equation of the first half, now for a chain of finite length. In units of $kT$ per chain, the fields on the two blocks are $\chi N\phi_B+\xi$ and $\chi N\phi_A+\xi$, where $\phi_A$ and $\phi_B$ are the local volume fractions and $\xi(z)$ enforces $\phi_A+\phi_B=1$. The fields and densities are made consistent, and the period is the one at which the free energy is stationary.

At $\chi N=50$, 100 and 200, the ratio of this period to the formula is 0.969, 0.988 and 0.998. Between 100 and 200 the period grows as the power 0.181 of $\chi$ at fixed $N$, compared with $1/6=0.167$ in the law. The ratio is thus still rising between these two values. Its shortfall from one drops from 3.1 % at $\chi N=50$ to 0.2 % at $\chi N=200$, much faster than $(\chi N)^{-1/3}$, so a single term $c\ln D$ with constant $c$ does not describe it in this range. These values support the prefactor at the level of about one percent. The close agreement at $\chi N=200$ is not yet convergence, however: at $\chi N=400$ the field theory gives a ratio of 1.003, so the correction changes sign between these two values.

For a numerical example, take $b=0.60$ nm, $\chi=0.040$, $N=600$ and $v=0.12$ nm³, with an anneal at 500 K. These are rough values in the regime of polystyrene-block-poly(methyl methacrylate), a copolymer used in directed assembly. They give $\chi N=24$, $\chi^{1/6}=0.5848$ and $N^{2/3}=71.14$, so

$$D=1.0980\times0.60\times0.5848\times71.14\ \text{nm}=27.4\ \text{nm},$$

or 274 Å. The half-pitch is 13.7 nm and each brush is 6.85 nm high. The two-thirds law cannot be used to halve the pitch of this copolymer by shortening the chain alone: its cut by a factor of 2.8 would leave $\chi N=8.5$, and in mean-field theory a symmetric diblock forms lamellae only above $\chi N\approx10.5$. To halve the pitch and keep the blocks well segregated, a larger $\chi$ would be needed as well.

The tension follows from $b\sqrt{\chi/6}=0.0490$ nm. Direct minimization of the interfacial energy over profiles on a grid of 241 points, spanning $12w$, gave the same value to three figures. Dividing by $v$ gives $\gamma/kT=0.408$ nm⁻², or 2.82 mN/m at 500 K. The area per chain is $2\times600\times0.12/27.41=5.25$ nm². The interfacial energy is then $0.408\times5.25=2.14$ $kT$ and the stretching energy is half of that, 1.07 $kT$. Their sum is 3.22 $kT$, or 139 meV, per chain.

These energies warn that the example lies outside the strict limit. Each block has a stretching energy of only about half a $kT$, so the omitted fluctuations cannot be small. Self-consistent field theory gives a period of 25.5 nm for the same parameters; the formula is 7.7 % above this value. Reducing the mesh from 40 to 28 points across half a period left the result unchanged to the digits printed.

Other quantities are affected more strongly. The formula gives an interface width of 2.45 nm, which is 18 % of a layer, while the field theory gives 3.55 nm, defined in the same way as the inverse central slope. The centres of the layers are nevertheless almost pure, with an A fraction of 0.992 in the A layer. The free energy is 4.33 $kT$ per chain instead of 3.22 $kT$. Both are measured from free chains in pure surroundings, on which scale the uniformly mixed melt has the energy $\chi N/4=6$ $kT$. The period is thus predicted better than the energy or the width at this $\chi N$.

In directed assembly a guide pattern may impose a period $D'=xD$ that differs from the preferred one. The stretching energy scales as $x^2$ and the interfacial energy as $1/x$. With one third of the energy in stretching and two thirds in the interface,

$$F(x)=F_{\rm min}\,\frac{x^2+2/x}{3} .$$

For $x=1+\epsilon$, expansion gives $x^2=1+2\epsilon+\epsilon^2$ and $2/x=2-2\epsilon+2\epsilon^2$ to second order. The linear terms cancel, and the cost of the mismatch is $F_{\rm min}\epsilon^2$ per chain. A period forced to be 5 % too wide costs

$$3.218\left(\frac{1.1025+1.9048}{3}-1\right)=0.0078\ kT$$

per chain. This is small for one chain, but all chains share the strain. A uniformly strained region of $100\times100\times30$ nm³ contains $3\times10^5/(600\times0.12)\approx4200$ chains, so its total cost is about 32 $kT$.

The field theory gives a softer response. Measured from its own preferred period, a 5 % wider period costs 0.0057 $kT$ per chain and a 5 % narrower one 0.0061 $kT$. These energies describe a perfect strained stack. They do not say when defects will form, since that requires the energies of the defects and the barriers to making them.

The anneal temperature changes the period through $\chi$ and $b$. In poly(styrene-block-methyl methacrylate) $\chi$ depends only weakly on temperature, so the change taken here is larger than an ordinary change of anneal would cause. If $\chi$ falls by 10 % while $b$, $v$ and $N$ are held fixed, the formula predicts a change of $0.9^{1/6}-1=-1.7$ %. The field theory gives $-2.7$ %. At this moderate segregation the period therefore responds more strongly to $\chi$ than the limiting power suggests.

The two blocks of a real copolymer need not have equal segment lengths. With lengths $b_A$ and $b_B$, but still equal block volumes, the stretching energy becomes

$$F_{\rm el}=\frac{\pi^2D^2}{64N}\left(\frac1{b_A^2}+\frac1{b_B^2}\right).$$

In the interface, the gradient coefficient $b^2$ is replaced by $b_A^2(1-\phi)+b_B^2\phi$. Completing the square as before gives

$$\gamma=\frac{kT}{v}\sqrt\chi\int_0^1\sqrt{\frac{b_A^2(1-\phi)+b_B^2\phi}{6}}\;d\phi .$$

For $b_A=b(1+\delta)$ and $b_B=b(1-\delta)$, the sum of inverse squares is $(2/b^2)(1+3\delta^2)$ to second order. The square root in the tension contains $b^2[1+\delta^2+2\delta(1-2\phi)]$. Since $1-2\phi$ averages to zero and its square to $1/3$, the tension is multiplied by $1+\delta^2/2-\delta^2/6=1+\delta^2/3$. The cube of the period is proportional to the tension divided by the sum of inverse squares, so

$$\frac{\delta D}{D}=\frac13\left(\frac{\delta^2}{3}-3\delta^2\right)=-\frac{8\delta^2}{9} .$$

For segment lengths of 0.63 and 0.57 nm, $\delta=0.05$ and the period given by the formula falls by 0.22 %. This is small beside the 7.7 % by which the formula differs from field theory in the example.

Thermal motion also roughens the interfaces. A small displacement $\zeta(x,y)$ of a flat interface increases its energy by $(\gamma/2)\int|\nabla\zeta|^2\,dx\,dy$. For an interface of area $S$ and Fourier amplitudes $\zeta_{\mathbf q}$, this is $(\gamma S/2)\sum_{\mathbf q}q^2|\zeta_{\mathbf q}|^2$. The amplitudes at $\mathbf q$ and $-\mathbf q$ are complex conjugates, so the pair has two real degrees of freedom, which share a thermal energy of $kT$. Hence $\langle|\zeta_{\mathbf q}|^2\rangle=kT/(\gamma Sq^2)$. Summing over wavelengths from $w$ to $D$ gives

$$\langle\zeta^2\rangle=\int\frac{d^2q}{(2\pi)^2}\,\frac{kT}{\gamma q^2}=\frac{kT}{2\pi\gamma}\ln\frac Dw .$$

For the example this is $2.415/(2\pi\times0.408)=0.94$ nm², a root-mean-square displacement of 0.97 nm. An explicit sum over the modes of a square interface of side $20D$ gave the same 0.97 nm. The cutoffs are rough: with the field-theory width of 3.55 nm as the shortest wavelength, the displacement is 0.89 nm. The estimate also treats each interface as isolated. It measures a broadening that the mean-field width leaves out, and it should not be read as the line-edge roughness of a finished pattern.

Set beside the real copolymer, the example has a reasonable size: poly(styrene-block-methyl methacrylate) with periods of roughly 25 to 30 nm is used in directed assembly. The tension is less typical. Values measured between the two homopolymers at such temperatures are roughly 1 to 2 mN/m, below the 2.8 mN/m found here, so the rounded inputs and the long-chain formula together do not reproduce the measured tension. Lowering $\chi$ alone cannot close the gap. The tension can be written as $\gamma=kT\sqrt{Nb^2}\,\sqrt{\chi N/6}\,/(Nv)$, so with the coil size $Nb^2$ and the chain volume $Nv$ held fixed, $D$ varies as $\gamma^{1/3}$ but $\chi N$ varies as $\gamma^2$. A tension of 1.5 mN/m would formally lower the period of the formula by 19 %, but it corresponds to $\chi N=6.8$, where no lamellae form. For this chain the formula gives at least 1.9 mN/m wherever lamellae exist. The assumption most clearly broken is that of strong segregation, which accounts for the 7.7 % difference from field theory. A real film also has a spread of chain lengths, surfaces that may prefer one block, and composition fluctuations that can shift the period. Their effects are not sized here. For choosing a guide pitch, the law is thus a first estimate, to be corrected by a field calculation at the actual $\chi N$ and by a measured period. The numerical output below lists the values used.

## Calculated quantities

```
TESTS
period prefactor: 1.0980
brush energy coefficient pi^2/8: 1.2337
  linear program over all bead paths: 1.2542
  sampled cosine paths: 1.2337
largest error of uniform filling: 0.01 %
tension*v/kT, formula: 0.04899 nm
tension*v/kT, grid minimum: 0.04898 nm
period from numerical energies: 27.41 nm
SCFT period / formula at chi N = 50: 0.9690
SCFT period / formula at chi N = 100: 0.9879
SCFT period / formula at chi N = 200: 0.9978
mesh shift at chi N = 200: 0.0004 %
SCFT exponent of chi, chi N 100 to 200: 0.1810
exponent of the formula: 0.1667
EXAMPLE INPUTS (rough)
b = 0.60 nm, chi = 0.040, N = 600
v = 0.12 nm^3, T = 500 K, chi N = 24.0
STRONG-SEGREGATION RESULTS
chi^(1/6) = 0.5848, N^(2/3) = 71.14
period D: 27.41 nm (= 274.1 angstrom)
half-pitch D/2: 13.70 nm
brush height D/4: 6.85 nm
interface width w: 2.45 nm
w/(D/2): 0.179
interfacial tension: 2.82 mN/m
area per chain: 5.25 nm^2
stretching energy: 1.073 kT per chain
interfacial energy: 2.145 kT per chain
total energy: 3.218 kT = 138.6 meV per chain
cost of a 5 % wider period: 0.00779 kT per chain
NEGLECTED EFFECTS
SCFT period: 25.45 nm
  mesh shift, 28 against 40 points: 0.000000 nm
  formula minus SCFT: 7.7 % of SCFT
SCFT interface width: 3.55 nm
SCFT A fraction at A domain centre: 0.9921
SCFT energy: 4.326 kT per chain
SCFT cost of a 5 % wider period: 0.00570 kT per chain
SCFT cost of a 5 % narrower one: 0.00609 kT per chain
chi down 10 %, formula: -1.74 % in D
chi down 10 %, SCFT: -2.67 % in D
b_A = 0.63 nm, b_B = 0.57 nm: -0.22 % in D
capillary rms roughness: 0.97 nm
  from explicit mode sum: 0.97 nm
```
